# From ohmic tunnelling to Fowler-Nordheim emission through a rectangular barrier

Two metal plates face each other across an insulating film one or two nanometres thick. At a few millivolts the film behaves as a resistor. At several volts, if the film survives the field, its current follows the steep field-emission law of Fowler and Nordheim, as if the second plate hardly mattered. The same electrons tunnel through the same film in both cases, so one calculation should contain both laws and show where one gives way to the other. An obvious candidate for the border is the voltage at which $eV$ equals the barrier height.

## The model

The plates are identical free-electron metals at zero temperature, with Fermi energy $E_F$ measured from the band bottom. The barrier rises $\phi$ above the Fermi level and has thickness $d$. One mass $m$ serves everywhere, and momentum parallel to the plates is conserved. Image forces and charge inside the film are left out, so a voltage $V$ tilts the barrier top linearly. The image force is not small in a film this thin: for the running example below it would raise the low-bias current about 70-fold at a dielectric constant of 3 and about 6-fold at 9, so absolute currents here belong to the model, not to a real junction. I write

$$U=eV,\qquad F=V/d,\qquad \kappa=\sqrt{2m\phi}/\hbar .$$

The normal energy of an electron is $E_x=E_F-w$, where $w\ge 0$ is its depth below the emitter Fermi level. Its transmission is taken in WKB form with unit prefactor, $D=e^{-G}$, where $G$ is twice the integral of the decay constant across the forbidden region. What the unit prefactor omits is examined at the end.

The running example has $\phi=2$ eV, $d=1.5$ nm, $E_F=5$ eV and the free-electron mass. Then $\kappa=7.245\ \mathrm{nm^{-1}}$, $\kappa d=10.87$ and $2\kappa d=21.74$.

## How many electrons arrive

With two spin states, the net current density is

$$J=2e\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_x\,D\,(f_L-f_R).$$

Since $v_x=\hbar^{-1}\,dE_x/dk_x$, we have $v_x\,dk_x=dE_x/\hbar$. In the parallel directions $d^2k_\perp=2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,dE_\perp$. The constants combine to

$$S=\frac{2e}{8\pi^3}\cdot\frac1\hbar\cdot\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3}.$$

Emitter states are filled when $E_x+E_\perp<E_F$, so at depth $w$ the range of $E_\perp$ has length $w$. Collector states are filled up to $E_F-U$, which gives length $w-U$ if this is positive and zero otherwise. The difference is $w$ for $w<U$ and $U$ for $w>U$:

$$J=S\int_0^{E_F}\min(w,U)\,e^{-G(w,U)}\,dw. \tag{1}$$

The upper limit is the emitter band bottom, below which the emitter has no states. A direct sum over $k$-space at 1 V, with each state's occupation decided separately, agrees with (1) to about one part in $10^4$.

## Simplest case: the flat barrier

For $U\to0$ the barrier is a rectangle. With

$$a=2\sqrt{2m}\,d/\hbar,\qquad a\sqrt\phi=2\kappa d,$$

the action is $G=a\sqrt{\phi+w}$. The interval $w<U$, where $\min(w,U)$ differs from $U$, contributes at order $U^2$, so to first order $J=SU\int_0^{E_F}e^{-a\sqrt{\phi+w}}dw$. Put $y=\sqrt{\phi+w}$, $dw=2y\,dy$, and integrate by parts:

$$\int 2y\,e^{-ay}dy=-\frac{2}{a^2}(1+ay)e^{-ay}.$$

The lower limit $y=\sqrt\phi$ gives $(2/a^2)(1+2\kappa d)e^{-2\kappa d}$. The upper limit is smaller by roughly $e^{-a(\sqrt{\phi+E_F}-\sqrt\phi)}$, about $10^{-8}$ here, and is dropped. Since $2/a^2=\hbar^2/(4md^2)$, the conductance per area $g=J/V$ is

$$g=\frac{em}{2\pi^2\hbar^3}\,e\,\frac{\hbar^2}{4md^2}(1+2\kappa d)e^{-2\kappa d}
=\frac{e^2}{8\pi^2\hbar d^2}(1+2\kappa d)\,e^{-2\kappa d}. \tag{2}$$

For a thick barrier, $2\kappa d\gg1$, this becomes

$$g\simeq\frac{e^2\kappa}{4\pi^2\hbar d}\,e^{-2\kappa d}. \tag{3}$$

In the example (3) gives $1.082\ \mathrm{S/cm^2}$. Restoring the missing term gives $1.082\,(1+1/21.74)=1.132\ \mathrm{S/cm^2}$, the value of (2). The full integral (1) at 10 mV reproduces (2) within the test tolerance of $3\times10^{-4}$.

## Tilting the barrier

At finite bias the barrier stands $\phi+w-Ux/d$ above the electron's normal energy. With $u=\phi+w-Ux/d$, $dx=-(d/U)\,du$, the action is

$$G=\frac ad\int\sqrt{\phi+w-Ux/d}\;dx=\frac aU\int_{u_d}^{\phi+w}\sqrt u\,du .$$

The lower limit is $u_d=\phi+w-U$ if the electron is still under the barrier at the collector. If it has emerged earlier, the integral stops at $u=0$. Writing $(\cdot)_+$ for the positive part,

$$G(w,U)=\frac{2a}{3U}\left[(\phi+w)^{3/2}-(\phi+w-U)_+^{3/2}\right]. \tag{4}$$

As $U\to0$ the bracket tends to $\tfrac32U\sqrt{\phi+w}$ and the flat result returns. Numerical integration over $x$ confirms (4) for both shapes of forbidden region.

The second term in (4) is the collector's imprint on the action. For an electron at the Fermi level it disappears when $U=\phi$. Beyond that, the turning point $x_t=\phi d/U$ lies inside the film, and further voltage shortens the path as well as lowering the barrier.

## Where Ohm's law ends

Equation (3) was the limit $U\to0$; how small must $U$ be? For $w,U\ll\phi$, expand the square root in the action and average over the film:

$$G\simeq 2\kappa d+\beta\left(w-\frac U2\right),\qquad \beta=\frac{a}{2\sqrt\phi}=\frac{\kappa d}{\phi}.$$

The next terms are of size $\kappa d\,(w/\phi)^2$. For energies of order $\phi/\kappa d$ that is $1/\kappa d$, small for a thick barrier.

The energy integral follows from $\min(w,U)=\int_0^U\theta(w-s)\,ds$, with $\theta$ the unit step:

$$\int_0^\infty\min(w,U)e^{-\beta w}dw=\int_0^U\frac{e^{-\beta s}}{\beta}ds=\frac{1-e^{-\beta U}}{\beta^2}. \tag{5}$$

Extending the upper limit to infinity is allowed when $\beta E_F\gg1$. Multiplying by $e^{\beta U/2}$ turns the numerator into $2\sinh(\beta U/2)$:

$$J\simeq\frac{2S}{\beta^2}e^{-2\kappa d}\sinh\frac{\beta U}{2}
=\frac{SU}{\beta}e^{-2\kappa d}\left[1+\frac{(\beta U)^2}{24}+\dots\right]. \tag{6}$$

The first term is (3), because $Se/\beta=e^2m\phi/(2\pi^2\hbar^3\kappa d)$ and $\phi=\hbar^2\kappa^2/2m$.

The ohmic range is therefore set by $\phi/(e\kappa d)$, not by $\phi/e$. In the example this scale is 0.184 V. At half of it, $\beta U=0.5$, the predicted excess over Ohm's law is $0.25/24=1.04\%$, and the full integral gives the same. At 0.5 V the integral gives $0.761\ \mathrm{A/cm^2}$, while $gV=1.132\times0.5=0.566\ \mathrm{A/cm^2}$. The current is already more than a third above the ohmic line, at a quarter of the barrier height. Two large effects compete here. Lowering the mean barrier by $U/2$ multiplies the transmission by $e^{\beta U/2}$, which is 3.89 at 0.5 V. But the supply $\min(w,U)$ grows more slowly than $U$, because electrons at depth $w<U$ already contribute fully; this gives a factor $(1-e^{-\beta U})/(\beta U)=0.344$. The product is 1.34. The first-order parts of the two factors cancel, which is why the excess in (6) begins with $(\beta U)^2$.

## One formula for both sides

To leave the region $U\ll\phi$, keep the idea that electrons near the Fermi level dominate, but expand in $w$ alone: $G\simeq G_0+bw$, with $G_0=G(0,U)$. Differentiating (4),

$$b=\frac aU\left[\sqrt\phi-\sqrt{(\phi-U)_+}\right].$$

The integral (5), with $b$ in place of $\beta$, gives

$$J\simeq S\,e^{-G_0}\,\frac{1-e^{-bU}}{b^2}. \tag{7}$$

**Small-bias limit.** Since $\sqrt\phi-\sqrt{\phi-U}\simeq U/(2\sqrt\phi)$, we get $b\to\beta$ and $G_0\to2\kappa d$, and (7) reduces to (3).

**High-bias limit.** For $U\ge\phi$ the second root vanishes, so $b=a\sqrt\phi/U=2\kappa d/U$. Thus $bU=2\kappa d$ at every such voltage, and $e^{-bU}$ is negligible for a thick barrier. The prefactor becomes

$$\frac{S}{b^2}=\frac{em}{2\pi^2\hbar^3}\cdot\frac{U^2}{4\kappa^2d^2}
=\frac{em}{2\pi^2\hbar^3}\cdot\frac{\hbar^2U^2}{8m\phi d^2}=\frac{e^3F^2}{16\pi^2\hbar\phi},$$

where the last step uses $U=eFd$. The exponent is $G_0=2a\phi^{3/2}/(3U)$, so

$$J_{FN}=\frac{e^3F^2}{16\pi^2\hbar\phi}\exp\left[-\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}\right]. \tag{8}$$

This is the Fowler-Nordheim law. Thickness and voltage survive only in the combination $F=V/d$, because the electron leaves the barrier before reaching the collector.

At 4 V the field is 2.67 V/nm and the turning point lies at $1.5\times2/4=0.75$ nm. The action is $G_0=\tfrac43\kappa d\,\phi/U=\tfrac43\times10.87\times\tfrac12=7.25$. Equation (8) gives $3.91\times10^5\ \mathrm{A/cm^2}$; the full integral is 0.891 times this.

The deficit comes from the curvature of $G$. With the turning point inside the film, $G=G_0(1+w/\phi)^{3/2}$, whose quadratic term is $3G_0w^2/(8\phi^2)$. Under the weight $w\,e^{-bw}$ the mean of $w^2$ is $6/b^2$, and here $b=3G_0/(2\phi)$. To first order,

$$\frac{J}{J_{FN}}\simeq1-\frac{3G_0}{8\phi^2}\cdot\frac{6\cdot4\phi^2}{9G_0^2}=1-\frac1{G_0}.$$

This gives 0.86 at 4 V; the rest of the difference from 0.891 is of higher order in $1/G_0$. At the same voltage in a 12 nm film, where $G_0$ is eight times larger, the relative deficit multiplied by $G_0$ is 0.965, close to the predicted one.

## What happens at $eV=\phi$

Equation (8) was obtained for $U\ge\phi$, but this does not make the current a Fowler-Nordheim current at $U=\phi$. An electron at depth $w$ has its turning point at $(\phi+w)d/U$. This lies inside the film if $w<U-\phi$. At $U=\phi$ no electron below the Fermi level satisfies the condition, and all of them still tunnel through the full thickness.

Call the part of the current that emerges inside the film the tip share, since these electrons cross a triangular barrier. With the linearized action and $e^{-2\kappa d}$ neglected, it is

$$P=\frac{\int_0^{U-\phi}w\,e^{-bw}dw}{\int_0^\infty w\,e^{-bw}dw}=1-(1+s)e^{-s},\qquad s=b(U-\phi)=2\kappa d\left(1-\frac\phi U\right). \tag{9}$$

The crossing is complete when $s\gg1$, not merely when $U>\phi$. Half the current leaves through the tip when $(1+s)e^{-s}=\tfrac12$, or $s=1.68$. For the example this means $V=2/(1-1.68/21.74)=2.17$ V; the full integral puts it at 2.19 V. The tip share is 94% at 2.5 V and 99.7% at 3 V. For thick barriers the width of the crossing is of order $\phi/(2e\kappa d)$, so it narrows as the film grows.

Equation (9) is itself a thick-barrier result. At $s=2$ it predicts 0.594. The integral gives 0.539 for 1.5 nm and 0.581 for 37.5 nm, so the gap closes as it should.

The table compares the integral (1) with formula (7), in $\mathrm{A/cm^2}$. The last column is the wave-matched current discussed below.

| $V$ (V) | integral (1) | formula (7) | matched |
|---|---|---|---|
| 0.1 | 0.115 | 0.108 | 0.393 |
| 1.0 | 3.40 | 2.91 | 10.2 |
| 2.0 | 120 | 69.8 | 205 |
| 2.5 | 1860 | 1980 | 1280 |
| 4.0 | $3.48\times10^5$ | $3.91\times10^5$ | $7.96\times10^5$ |
| 6.0 | $8.37\times10^6$ | $9.85\times10^6$ | $1.81\times10^7$ |

Formula (7) is too low up to 2 V and too high from 2.5 V. Away from the crossing, the sign of its error follows from the second derivative at $w=0$. For $U<\phi$,

$$\frac{\partial^2G}{\partial w^2}=\frac{a}{2U}\left[\frac1{\sqrt\phi}-\frac1{\sqrt{\phi-U}}\right]<0,$$

so the true action lies below its tangent and more current flows. For $U>\phi$ the second term is absent and the curvature is positive, but only for $w<U-\phi$. Just above $U=\phi$ most of the current comes from deeper electrons and (7) is still too low; the error changes sign between 2 and 2.5 V.

The worst case in the table is $U=\phi$, where (7) gives 58% of the integral. There the omitted part of $G$ contains $-\tfrac43\kappa d\,(w/\phi)^{3/2}$, which no quadratic expansion can represent. With $t=bw=2\kappa d\,w/\phi$ it equals $-\tfrac23(2\kappa d)^{-1/2}t^{3/2}$. The mean of $t^{3/2}$ under $t\,e^{-t}$ is $\Gamma(7/2)=3.32$, so the first-order correction is $+0.48$. It falls only as $(2\kappa d)^{-1/2}$. A correction this large cannot stand alone, and near the crossing the integral (1) is the quantity to use.

## Reading a Fowler-Nordheim plot

Data are often drawn as $\ln(J/V^2)$ against $1/V$. Let $n=d\ln J/d\ln V$. Since $d/d(1/V)=-V^2\,d/dV$,

$$\frac{d\ln(J/V^2)}{d(1/V)}=-V(n-2).$$

In the ohmic range $n=1$ and the slope is positive. From (8), $n=2+B/V$ and the slope is $-B$, with

$$B=\frac{4\sqrt{2m}\,\phi^{3/2}d}{3\hbar e}=G_0V=7.245\times4=28.98\ \text{V}.$$

The integral gives a slope of $-28.6$ V near 4 V, 1.4% smaller in magnitude.

Between the two ranges the plot has a minimum at $n=2$. It is tempting to read this as the entry of the turning point into the barrier. The sinh law (6) shows otherwise. It gives

$$n=y\coth y,\qquad y=\frac{\beta U}2=\frac{\kappa dU}{2\phi},$$

and $y\coth y=2$ has the root $y=1.915$. The minimum therefore lies at

$$V_{\min}\simeq 3.83\,\frac{\phi}{e\kappa d}=3.83\times0.184=0.705\ \text{V}.$$

The full integral gives 0.674 V, one third of the 2 V barrier. For thick barriers $V_{\min}$ falls as $1/d$ at fixed $\phi$; the 12 nm film obeys the estimate within the 3% tested. In this model the minimum belongs to the growth of the current beyond Ohm's law, not to the turning point; by (6) the current there is already $\sinh y/y=1.73$ times the ohmic value. Since $\phi/(\kappa d)=\hbar\sqrt\phi/(\sqrt{2m}\,d)$, the minimum gives an estimate of $\phi$ once the thickness and the mass are known. The estimate varies as $V_{\min}^2$, which doubles relative errors: the example's 0.674 V would return 1.83 eV instead of 2 eV. The error grows as $\kappa d$ falls: a 1 nm film returns 1.74 eV, and 1.58 eV if the mass is 0.4 times the free-electron mass throughout. Effects outside the WKB model shift it further. In the example the wave-matched current has its minimum at 0.725 V (2.12 eV), and image forces with a dielectric constant of 3 to 9 move the WKB minimum to 0.61 to 0.64 V (1.5 to 1.6 eV). For a real junction the estimate is therefore rough, with errors that can reach a quarter of $\phi$.

## What the unit prefactor leaves out

WKB with unit prefactor ignores reflection where the potential jumps. Take the flat barrier first, with wave number $k$ in the metals. At the emitter, $1+r=A$ and $ik(1-r)=-\kappa A$, so the decaying wave has amplitude $A=2k/(k+i\kappa)$. At the collector, let a decaying wave of unit amplitude produce a growing wave $\rho$ and a transmitted wave $\tau$. Then $1+\rho=\tau$ and $-\kappa(1-\rho)=ik\tau$, hence $\tau=2\kappa/(\kappa-ik)$. Neglecting repeated passages through the barrier,

$$T=|A|^2|\tau|^2e^{-2\kappa d}=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}e^{-2\kappa d}.$$

At the Fermi level the factor is $16E_F\phi/(E_F+\phi)^2=160/49=3.27$. The matched conductance is $3.89\ \mathrm{S/cm^2}$, or 3.43 times (2). The small difference is due to electrons below the Fermi level. At depth $w$ the factor is $16(E_F-w)(\phi+w)/(E_F+\phi)^2$, which rises with $w$ near the Fermi level; at $w=1/\beta=0.184$ eV, the scale of the contributing depths, it is $16\times4.816\times2.184/49=3.43$. The mean depth under the full weight is 0.20 eV, and the weighted average of the factor is 3.43.

For emission, suppose first that the potential keeps falling beyond the film, with no collector step. The decaying wave connects at the turning point to an outgoing wave carrying flux proportional to $\kappa|A|^2e^{-G}$. Dividing by the incident flux, proportional to $k$,

$$T=\frac{\kappa}{k}\cdot\frac{4k^2}{k^2+\kappa^2}\,e^{-G}=\frac{4k\kappa}{k^2+\kappa^2}\,e^{-G}.$$

At the Fermi level the factor is $4\sqrt{10}/7=1.81$. Matched currents for this open barrier are 1.86 to 1.88 times the WKB current between 4 and 6 V.

A real collector adds a step, where the wave number jumps from $k_d\propto\sqrt{U-\phi}$ to $k_R\propto\sqrt{E_F+U}$ for Fermi-level electrons. A fraction $R=[(k_R-k_d)/(k_R+k_d)]^2$ of the flux is reflected, returns to the turning point and is almost wholly reflected again. Summing these round trips with phase $\theta$ multiplies the transmission by $(1-R)/|1-\sqrt R\,e^{i\theta}|^2$. Its extremes are

$$\frac{1-\sqrt R}{1+\sqrt R}=\frac{k_d}{k_R}\qquad\text{and}\qquad\frac{1+\sqrt R}{1-\sqrt R}=\frac{k_R}{k_d}.$$

Between 4 and 8 V the computed factor at the Fermi level ranges from 0.49 to 1.79. It respects these limits within the 10% margin allowed for their WKB wave numbers.

The matched column of the table accordingly differs from the WKB current: it is 3.4 times as large at 0.1 V, 0.69 times at 2.5 V and 2.3 times at 4 V. The WKB current itself grows by almost eight powers of ten between 0.1 and 6 V, so the exponential course survives, but absolute values do not to better than such factors. The plot minimum and the half-share voltage quoted above belong to the WKB current; a matched plot carries the modulation as well.

Two further conditions limit the result. Equation (8) needs $G_0\gg1$, which fails at high enough field. Zero temperature requires $bk_BT\ll1$, because electrons at energy $\varepsilon$ above the Fermi level are rarer by about $e^{-\varepsilon/k_BT}$ but tunnel more easily by $e^{b\varepsilon}$. In the example at 300 K, $bk_BT$ is 0.14 at low bias and 0.28 at 2 V; the WKB current rises by 3 to 4% away from the crossing and by 8 to 11% at 2.0 to 2.2 V. A real film sets one more limit. The example's field is 1.3 V/nm at 2 V and 4 V/nm at 6 V, while common oxide barriers break down at about 1 V/nm, so in a film this thin the crossing and the emission range describe the model rather than a state a real oxide would usually sustain.

## Computed results

```
barrier height = 2.0 eV, thickness = 1.5 nm
Fermi energy = 5.0 eV, mass = free-electron mass
kappa = 7.2453 nm^-1
kappa*d = 10.868, 2*kappa*d = 21.736
WKB conductance, full formula = 1.1318e+00 S/cm^2
WKB conductance, leading form = 1.0820e+00 S/cm^2
wave-matched conductance = 3.8875e+00 S/cm^2
matched/WKB conductance = 3.435
Fermi-level matching factor, low bias = 3.265
ohmic scale PHI/(e kappa d) = 0.1840 V
bias of nonlinearity test = 0.0920 V
J/(gV)-1 there = 0.01042, predicted 0.01042
k-space sum / energy integral at 1 V = 1.00010
root of y coth y = 2: y = 1.9150
Fowler-Nordheim plot minimum = 0.6737 V
thick-barrier estimate of minimum = 0.7048 V
half of current through tip at = 2.1890 V
tip share at s=2: estimate 0.594
  WKB, d = 1.5 nm: 0.539
  WKB, d = 37.5 nm: 0.581
at 4 V: field = 2.6667 V/nm
at 4 V: turning point = 0.750 nm
at 4 V: action = 7.245
at 4 V: Fowler-Nordheim J = 3.9107e+05 A/cm^2
at 4 V: WKB/Fowler-Nordheim = 0.8908
scaled error of that law at d = 12 nm: 0.9654
plot slope near 4 V = -28.585 V, law gives -28.981 V
open-barrier matching factor = 1.807
open matched/WKB current at 4, 5, 6 V = 1.864, 1.873, 1.878
collector-step factor, 4 to 8 V: 0.491 to 1.791
V (V) | J WKB | J closed | J matched (A/cm^2) | tip share
0.1 | 1.146e-01 | 1.081e-01 | 3.930e-01 | 0.0000
0.5 | 7.612e-01 | 6.789e-01 | 2.522e+00 | 0.0000
1.0 | 3.404e+00 | 2.912e+00 | 1.018e+01 | 0.0000
1.5 | 1.702e+01 | 1.403e+01 | 4.235e+01 | 0.0000
2.0 | 1.201e+02 | 6.976e+01 | 2.052e+02 | 0.0000
2.5 | 1.861e+03 | 1.977e+03 | 1.281e+03 | 0.9357
3.0 | 1.797e+04 | 1.966e+04 | 1.323e+04 | 0.9972
4.0 | 3.484e+05 | 3.911e+05 | 7.963e+05 | 1.0000
5.0 | 2.263e+06 | 2.603e+06 | 3.389e+06 | 1.0000
6.0 | 8.372e+06 | 9.847e+06 | 1.807e+07 | 1.0000
```
